# Hartree–Fock Determinants for Three Electrons on a Hubbard Triangle: a program that tests the result

```python
# Half-filled Hubbard triangle: H = -t sum_<ij>s (c+_is c_js + h.c.) + U sum_j n_ju n_jd, 3 electrons.
# Claims under test (t = 1 eV, so energies are in eV):
#  ROHF doublet  E_R = -3t/2 + 3U/4 - sqrt((t/2+U/4)^2 + 2t^2)
#  UHF (Sz=1/2)  min over a,b of t[sb - sa - sqrt2(sin2a+sin2b)] + U[sa + sb - 1.5 sa sb], sa=sin^2 a
#  GHF 120 deg   E = 3U/4 - D - 2R + 3D^2/U, R = sqrt(9t^2/4+D^2), D = U m = (U/6)(1+2D/R)
#  exact         doublets E(E-U)^2 - 9t^2 E + 6Ut^2 = 0 (K=+-2pi/3), levels U, quartet 0
#  E_exact < E_120 < E_UHF < E_R, and the 120 deg state is the global GHF minimum.
# Checks use Fock-space matrices, random-start minimization, finite-difference Hessians.
# Spin orbital p = 2*site + spin; rho_pq = <c+_q c_p>; m_j = <S_j>/hbar.
import numpy as np
from itertools import combinations
from scipy.optimize import minimize, brentq, root
from scipy.constants import physical_constants as pc

rng = np.random.default_rng(7)
t, r2, w = 1.0, np.sqrt(2.0), np.exp(2j*np.pi/3)
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]), np.diag([1.0+0j, -1.0])]
h = np.kron(-t*(np.ones((3, 3)) - np.eye(3)), np.eye(2)).astype(complex)
site = [np.diag(np.eye(3)[j]) for j in range(3)]

# Fock space by Jordan-Wigner
def kron_all(ms):
    out = np.eye(1)
    for m in ms:
        out = np.kron(out, m)
    return out
cd = [kron_all([np.diag([1., -1.])]*p + [np.array([[0., 0.], [1., 0.]])] + [np.eye(2)]*(5-p)) for p in range(6)]
vac = np.eye(64)[0]
triples = list(combinations(range(6), 3))
B = np.array([cd[p] @ cd[q] @ cd[r] @ vac for p, q, r in triples]).T
one_body = lambda M: B.T @ sum(M[p, q]*cd[p] @ cd[q].T for p in range(6) for q in range(6)) @ B
Tkin = one_body(h)
Dbl = B.T @ sum(cd[2*j] @ cd[2*j].T @ cd[2*j+1] @ cd[2*j+1].T for j in range(3)) @ B
Sloc = [[one_body(np.kron(site[j], s/2)) for s in sig] for j in range(3)]
S2 = sum(x @ x for x in [sum(Sloc[j][a] for j in range(3)) for a in range(3)])
shift = lambda p: (p+2) % 6
Trans = B.T @ np.array([cd[shift(p)] @ cd[shift(q)] @ cd[shift(r)] @ vac for p, q, r in triples]).T
def state(C):
    v = vac.astype(complex)
    for i in range(3):
        v = sum(C[p, i]*(cd[p] @ v) for p in range(6))
    v = B.T @ v
    return v/np.linalg.norm(v)
ev = lambda O, v: np.vdot(v, O @ v).real
moments = lambda v: np.array([[ev(Sloc[j][a], v) for a in range(3)] for j in range(3)])
def cosines(m):
    n = m/np.linalg.norm(m, axis=1)[:, None]
    return np.array([n[0] @ n[1], n[1] @ n[2], n[0] @ n[2]])

# determinant energy, Fock matrix, gradient
up, dn = np.arange(0, 6, 2), np.arange(1, 6, 2)
def hf(C, U):
    CS = C @ np.linalg.inv(C.conj().T @ C)
    rho = CS @ C.conj().T
    E = np.sum(h*rho.T).real + U*np.sum(rho[up, up]*rho[dn, dn] - rho[up, dn]*rho[dn, up]).real
    F = h.copy()
    F[up, up] += U*rho[dn, dn]; F[dn, dn] += U*rho[up, up]
    F[up, dn] -= U*rho[up, dn]; F[dn, up] -= U*rho[dn, up]
    FC = F @ CS
    return E, FC - rho @ FC, rho, F
for _ in range(5):
    C = rng.normal(size=(6, 3)) + 1j*rng.normal(size=(6, 3))
    assert abs(hf(C, 3.3)[0] - ev(Tkin + 3.3*Dbl, state(C))) < 1e-11

def embedding(groups):
    A = np.zeros((18, len(groups)))
    for n, g in enumerate(groups):
        for p, i in g:
            A[3*p+i, n] = 1
    return A
EMB = {'GHF': np.eye(18),
       'UHF': embedding([[(2*j, 0)] for j in range(3)] + [[(2*j, 1)] for j in range(3)] + [[(2*j+1, 2)] for j in range(3)]),
       'ROHF': embedding([[(2*j, 0), (2*j+1, 2)] for j in range(3)] + [[(2*j, 1)] for j in range(3)])}
def global_min(kind, U, starts=6):
    A = EMB[kind]; n = A.shape[1]
    toC = lambda x: (A @ (x[:n] + 1j*x[n:])).reshape(6, 3)
    def f(x):
        E, G, _, _ = hf(toC(x), U)
        g = A.T @ G.ravel()
        return E, 2*np.concatenate([g.real, g.imag])
    best = min((minimize(f, rng.normal(size=2*n), jac=True, method='BFGS', options={'gtol': 1e-7})
                for _ in range(starts)), key=lambda r: r.fun)
    best = minimize(f, 2*best.x/np.linalg.norm(best.x), jac=True, method='BFGS', options={'gtol': 1e-9})
    return best.fun, toC(best.x)

# closed forms
E_R = lambda U: -1.5*t + 0.75*U - np.sqrt((t/2 + U/4)**2 + 2*t*t)
def spiral(U):
    D = brentq(lambda d: d - U/6*(1 + 2*d/np.hypot(1.5*t, d)), 0, U/2, xtol=1e-15)
    R = np.hypot(1.5*t, D)
    return 0.75*U - D - 2*R + 3*D*D/U, D, R
def uhf(U):
    def E(a, b):
        sa, sb = np.sin(a)**2, np.sin(b)**2
        return t*(sb - sa - r2*(np.sin(2*a) + np.sin(2*b))) + U*(sa + sb - 1.5*sa*sb)
    def g(x):
        a, b = x
        return [np.sin(2*a)*(U*(1 - 1.5*np.sin(b)**2) - t) - 2*r2*t*np.cos(2*a),
                np.sin(2*b)*(U*(1 - 1.5*np.sin(a)**2) + t) - 2*r2*t*np.cos(2*b)]
    x = np.linspace(0, 1.2, 121)
    i, j = np.unravel_index(np.argmin(E(x[:, None], x[None, :])), (121, 121))
    a, b = root(g, [x[i], x[j]], tol=1e-14).x
    return E(a, b), a, b
def E_exact(U):
    q = np.sqrt(U*U + 27*t*t)
    return 2*U/3 - 2*q/3*np.cos(np.arccos(U**3/q**3)/3)
vec = lambda a: np.array([np.cos(a), np.sin(a)/r2, np.sin(a)/r2])
def orbs_uhf(U):
    _, a, b = uhf(U); phi, chi = vec(a), vec(-b)
    rho = np.kron(np.eye(3) - np.outer(chi, chi), np.diag([1., 0.])) + np.kron(np.outer(phi, phi), np.diag([0., 1.]))
    return np.linalg.eigh(-rho)[1].astype(complex)
def orbs_field(D, n):
    return np.linalg.eigh(h - D*sum(np.kron(site[j], sum(n[j][a]*sig[a] for a in range(3))) for j in range(3)))[1]
n120 = np.array([[np.cos(2*np.pi*j/3), np.sin(2*np.pi*j/3), 0] for j in range(3)])
orbs_120 = lambda U: orbs_field(spiral(U)[1], n120)

# exact spectrum, spin, momentum, evenness in t
for U in (0.7, 4.0, 8.0, 30.0):
    e, V = np.linalg.eigh(Tkin + U*Dbl); G = V[:, :4]
    pred = np.sort(np.repeat(np.r_[0, U, np.roots([1, -2*U, U*U - 9*t*t, 6*U*t*t]).real], 4))
    assert np.allclose(e, pred, atol=1e-9) and abs(e[0] - E_exact(U)) < 1e-10
    assert np.allclose(e, np.linalg.eigvalsh(-Tkin + U*Dbl), atol=1e-10)
    assert np.allclose(G.conj().T @ S2 @ G, 0.75*np.eye(4), atol=1e-10)
    tr = np.linalg.eigvals(G.conj().T @ Trans @ G)
    assert np.allclose(tr.real, -0.5, atol=1e-9) and np.allclose(np.sort(tr.imag), w.imag*np.array([-1, -1, 1, 1]), atol=1e-9)

# closed forms against unconstrained complex minimization and Fock-space expectation values
table = []
for U in (1., 2., 4., 5., 8., 16., 40.):
    (Eg, D, R), Eu = spiral(U), uhf(U)[0]
    assert abs(global_min('ROHF', U)[0] - E_R(U)) < 1e-7
    assert abs(global_min('UHF', U)[0] - Eu) < 1e-7
    Emin, C = global_min('GHF', U); m = moments(state(C))
    assert abs(Emin - Eg) < 1e-7 and np.allclose(cosines(m), -0.5, atol=1e-3)
    assert np.allclose(np.linalg.norm(m, axis=1), D/U, atol=1e-3)
    C = orbs_120(U)[:, :3]; v = state(C)
    assert abs(ev(Tkin + U*Dbl, v) - Eg) < 1e-10 and np.allclose(moments(v), D/U*n120, atol=1e-10)
    assert abs(ev(S2, v) - (1.5 - 27*t*t/(16*R*R))) < 1e-10
    assert np.allclose(np.diag(hf(C, U)[2]).real.reshape(3, 2).sum(1), 1, atol=1e-10)
    _, a, b = uhf(U); v = state(orbs_uhf(U)[:, :3])
    assert abs(ev(Tkin + U*Dbl, v) - Eu) < 1e-10 and abs(ev(S2, v) - 0.75 - (vec(a) @ vec(-b))**2) < 1e-10
    assert E_exact(U) < Eg < Eu < min(E_R(U), 0) + 1e-12 and E_R(U) < -3*t + 2*U/3
    table.append((U, E_R(U), Eu, Eg, E_exact(U)))
U_cross = brentq(E_R, 1, 20)
assert abs(U_cross - 5*t) < 1e-9

# orbital Hessian in the full GHF space (18 real rotations)
def hessian(V, U, d=2e-4):
    f = lambda x: hf(V[:, :3] + V[:, 3:] @ (x[:9] + 1j*x[9:]).reshape(3, 3), U)[0]
    I = d*np.eye(18); H = np.zeros((18, 18))
    for i in range(18):
        for j in range(i, 18):
            H[i, j] = H[j, i] = (f(I[i]+I[j]) - f(I[i]-I[j]) - f(I[j]-I[i]) + f(-I[i]-I[j]))/(4*d*d)
    return np.linalg.eigvalsh(H)
hess = {}
for U in (2., 8., 20.):
    hg, hu = hessian(orbs_120(U), U), hessian(orbs_uhf(U), U); hess[U] = (hg, hu)
    assert np.all(np.abs(hg[:3]) < 1e-4) and hg[3] > 1e-2 and hu[0] < -1e-2

# large U: classical Heisenberg energy for random directions, series, spin weights
U = 200.
for _ in range(8):
    n = rng.normal(size=(3, 3)); n /= np.linalg.norm(n, axis=1)[:, None]
    E = ev(Tkin + U*Dbl, state(orbs_field(U/2, n)[:, :3]))
    assert abs(E*U - 0.5*(np.sum(n.sum(0)**2) - 9)) < 30/U**2
Ediag = lambda U: np.linalg.eigvalsh(Tkin + U*Dbl)[0]
big = {}
for name, f, c2, c4 in (('exact', Ediag, -6, 18), ('GHF', lambda U: spiral(U)[0], -4.5, 27/8), ('UHF', lambda U: uhf(U)[0], -4, -2)):
    g = lambda U: (f(U) - c2/U)*U**3
    big[name] = (400*f(400.), (4*g(200.) - g(100.))/3)
    assert abs(big[name][1] - c4) < 1e-3
g = lambda U: (E_R(U) - U/2 + 2)*U
assert abs(2*g(200.) - g(100.) + 4) < 1e-2
def project(V, U):
    G = np.linalg.eigh(Tkin + U*Dbl)[1][:, :4]; p = G @ (G.conj().T @ state(V[:, :3]))
    wt = np.vdot(p, p).real
    return wt, moments(p/np.sqrt(wt))
wg, mg = project(orbs_120(400.), 400.); wu, _ = project(orbs_uhf(400.), 400.)
assert abs(wg - 0.75) < 1e-3 and abs(wu - 2/3) < 1e-3 and np.allclose(mg, n120/3, atol=1e-3)

# small U: first-order relaxed determinants for arbitrary spinors a+, a-; Richardson in U
k = lambda q: w**(q*np.arange(3))/np.sqrt(3)
core = np.array([np.kron(k(0), [1, 0]), np.kron(k(0), [0, 1])]).T
for _ in range(6):
    z = rng.normal(size=4) + 1j*rng.normal(size=4); z /= np.linalg.norm(z)
    ap, am = z[:2], z[2:]; s = np.vdot(am, ap); P = np.vdot(ap, ap).real*np.vdot(am, am).real
    psi = (np.kron(k(1), ap) + np.kron(k(-1), am))[:, None]
    def g(U):
        _, _, rho, F = hf(np.hstack([core, psi]), U)
        E = hf(np.hstack([core - (np.eye(6) - rho) @ F @ core/(3*t), psi]), U)[0]
        return (E + 3 - 2*U/3 + 2*P*U*U/27)/U**3
    assert abs(2*g(0.01) - g(0.02) - (2/3*(s**3).real + 4/3*(abs(s)**2 - P))/81) < 2e-6
small = {}
for name, f, c3 in (('GHF', lambda U: spiral(U)[0], -1/243), ('UHF', lambda U: uhf(U)[0], -1/972), ('ROHF', E_R, 1/972)):
    g = lambda U: (f(U) + 3 - 2*U/3 + U*U/54)/U**3
    small[name] = 2*g(0.01) - g(0.02)
    assert abs(small[name] - c3) < 2e-6
g = lambda U: (Ediag(U) + 3 - 2*U/3)/U**2
c2_exact = 2*g(0.01) - g(0.02)
assert abs(c2_exact + 1/18) < 1e-5

# worked example
U = 8.0
(Eg, D, R), (Eu, a, b), E0 = spiral(U), uhf(U), E_exact(U)
vg, vu = state(orbs_120(U)[:, :3]), state(orbs_uhf(U)[:, :3])
wg8, mg8 = project(orbs_120(U), U); wu8, _ = project(orbs_uhf(U), U)
assert np.allclose(cosines(mg8), -0.5, atol=1e-9)
muB = pc['Bohr magneton'][0]*1e3; ge = abs(pc['electron g factor'][0])
cm = pc['electron volt-inverse meter relationship'][0]/100
print(f"input: t = {t:.1f} eV, U = {U:.1f} eV, J = 4t^2/U = {4*t*t/U:.4f} eV")
print(f"symmetric ROHF -3t+2U/3 = {-3*t+2*U/3:.6f} eV")
print(f"ROHF root sqrt((t/2+U/4)^2+2t^2) = {np.sqrt((t/2+U/4)**2+2*t*t):.6f} eV")
print(f"E_ROHF doublet = {E_R(U):.6f} eV; crosses quartet (0 eV) at U = {U_cross:.4f} eV")
print(f"UHF angles a = {a:.6f} rad, b = {b:.6f} rad")
print(f"E_UHF = {Eu:.6f} eV, <S^2> = {ev(S2, vu):.6f} hbar^2")
print("UHF m_z per site (hbar):", np.round(moments(vu)[:, 2], 5))
print("UHF charge per site (electrons):", np.round(1 - vec(-b)**2 + vec(a)**2, 5))
print(f"GHF Delta = {D:.6f} eV, R = {R:.6f} eV, m = {D/U:.6f} hbar")
print(f"GHF occupied levels minus U/2: {-t/2-R:.6f} eV (twice), {t-D:.6f} eV")
print(f"GHF 3U/4 = {0.75*U:.4f} eV, 3Delta^2/U = {3*D*D/U:.6f} eV")
print(f"E_120 = {Eg:.6f} eV, <S^2> = {ev(S2, vg):.6f} hbar^2")
print(f"GHF site moment g m mu_B = {ge*D/U:.5f} mu_B = {ge*D/U*muB:.4e} erg/G")
print(f"exact: sqrt(U^2+27t^2) = {np.sqrt(U*U+27):.6f} eV, theta = {np.arccos(U**3/(U*U+27)**1.5):.6f} rad")
print("exact K=+-Q doublet roots (eV):", np.round(np.sort(np.roots([1, -2*U, U*U-9, 6*U]).real), 6))
print(f"E_exact = {E0:.6f} eV")
print(f"E_UHF - E_120 = {Eu-Eg:.6f} eV = {(Eu-Eg)*cm:.1f} cm^-1")
print(f"E_120 - E_exact = {Eg-E0:.6f} eV = {(Eg-E0)*cm:.1f} cm^-1")
print(f"ratios E_120/E_exact = {Eg/E0:.4f}, E_UHF/E_exact = {Eu/E0:.4f}")
print(f"leading large-U values: exact {-6/U:.4f}, GHF {-4.5/U:.4f}, UHF {-4/U:.4f} eV")
print(f"with t^4/U^3: exact {-6/U+18/U**3:.4f}, GHF {-4.5/U+27/8/U**3:.4f}, UHF {-4/U-2/U**3:.4f} eV")
print(f"weight in exact ground level: GHF {wg8:.5f}, UHF {wu8:.5f}")
print(f"projected GHF state: site moment {np.linalg.norm(mg8[0]):.5f} hbar, cos(angle) {cosines(mg8)[0]:.5f}")
print(f"Hessian: GHF max |zero mode| {np.abs(hess[U][0][:3]).max():.0e} eV, next {hess[U][0][3]:.4f} eV")
print(f"Hessian: UHF lowest eigenvalue in GHF space {hess[U][1][0]:.4f} eV")
print(f"U=400 eV: weights GHF {wg:.4f}, UHF {wu:.4f}; projected moment {np.linalg.norm(mg[0]):.4f} hbar")
for name in big:
    print(f"large U {name}: E U/t^2 at U=400t = {big[name][0]:.4f}, t^4/U^3 coefficient = {big[name][1]:.4f}")
for name in small:
    print(f"small U {name}: U^3/t^2 coefficient = {small[name]:.6f}")
print(f"small U exact: U^2/t coefficient = {c2_exact:.6f}")
print("U (eV)   E_ROHF   E_UHF   E_120   E_exact (eV)")
for row in table:
    print("%5.1f %10.5f %10.5f %10.5f %10.5f" % row)
print("no test failed")
```

Printed output:

```
input: t = 1.0 eV, U = 8.0 eV, J = 4t^2/U = 0.5000 eV
symmetric ROHF -3t+2U/3 = 2.333333 eV
ROHF root sqrt((t/2+U/4)^2+2t^2) = 2.872281 eV
E_ROHF doublet = 1.627719 eV; crosses quartet (0 eV) at U = 5.0000 eV
UHF angles a = 0.199866 rad, b = 0.160141 rad
E_UHF = -0.502880 eV, <S^2> = 1.625898 hbar^2
UHF m_z per site (hbar): [-0.46758  0.48379  0.48379]
UHF charge per site (electrons): [0.98601 1.007   1.007  ]
GHF Delta = 3.815066 eV, R = 4.099357 eV, m = 0.476883 hbar
GHF occupied levels minus U/2: -4.599357 eV (twice), -2.815066 eV
GHF 3U/4 = 6.0000 eV, 3Delta^2/U = 5.458024 eV
E_120 = -0.555757 eV, <S^2> = 1.399582 hbar^2
GHF site moment g m mu_B = 0.95487 mu_B = 8.8555e-21 erg/G
exact: sqrt(U^2+27t^2) = 9.539392 eV, theta = 0.939980 rad
exact K=+-Q doublet roots (eV): [-0.716635  6.660746 10.055888]
E_exact = -0.716635 eV
E_UHF - E_120 = 0.052877 eV = 426.5 cm^-1
E_120 - E_exact = 0.160878 eV = 1297.6 cm^-1
ratios E_120/E_exact = 0.7755, E_UHF/E_exact = 0.7017
leading large-U values: exact -0.7500, GHF -0.5625, UHF -0.5000 eV
with t^4/U^3: exact -0.7148, GHF -0.5559, UHF -0.5039 eV
weight in exact ground level: GHF 0.78292, UHF 0.70759
projected GHF state: site moment 0.31868 hbar, cos(angle) -0.50000
Hessian: GHF max |zero mode| 9e-07 eV, next 0.6548 eV
Hessian: UHF lowest eigenvalue in GHF space -0.4056 eV
U=400 eV: weights GHF 0.7500, UHF 0.6667; projected moment 0.3333 hbar
large U exact: E U/t^2 at U=400t = -5.9999, t^4/U^3 coefficient = 18.0000
large U GHF: E U/t^2 at U=400t = -4.5000, t^4/U^3 coefficient = 3.3750
large U UHF: E U/t^2 at U=400t = -4.0000, t^4/U^3 coefficient = -2.0000
small U GHF: U^3/t^2 coefficient = -0.004115
small U UHF: U^3/t^2 coefficient = -0.001029
small U ROHF: U^3/t^2 coefficient = 0.001029
small U exact: U^2/t coefficient = -0.055556
U (eV)   E_ROHF   E_UHF   E_120   E_exact (eV)
  1.0   -2.35078   -2.35391   -2.35699   -2.39234
  2.0   -1.73205   -1.76947   -1.79195   -1.90952
  4.0   -0.56155   -1.00385   -1.06796   -1.27492
  5.0    0.00000   -0.80625   -0.87149   -1.07504
  8.0    1.62772   -0.50288   -0.55576   -0.71663
 16.0    5.78301   -0.25045   -0.28042   -0.37066
 40.0   17.90519   -0.10003   -0.11245   -0.14972
no test failed
```
